# Why indium is a deeper acceptor than boron in silicon: test program

```python
"""Why indium is a deeper acceptor than boron in silicon: a core-well model.

Result under test: a hydrogenic hole calibrated on boron, plus an attractive
well of atomic radius, reproduces the indium depth. The shift is minus the
integral of the core probability over well depth, and far exceeds first order.

Symbols: energies in units of the boron depth, lengths in the boron radius a;
x = core radius / a, v = well depth / boron depth, nu = 1/sqrt(level depth).
Radial equation: -u'' + l(l+1)u/r^2 - 2u/r - v*theta(x-r)*u = energy*u.
Rough measured inputs: acceptor depths, dielectric constant, Luttinger gammas.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from pyscf import gto, scf

BORON, INDIUM, ALUMINIUM = 45.0, 160.0, 70.0       # meV, rough
DIELECTRIC = 12.0                                # rough
GAMMA1, GAMMA2, GAMMA3 = 4.3, 0.34, 1.4          # rough
RYDBERG = const.value("Rydberg constant times hc in eV") * 1000
BOHR_NM = const.value("Bohr radius") * 1e9
HARTREE_EV = const.value("Hartree energy in eV")

mass = DIELECTRIC**2 * BORON / RYDBERG
radius_nm = DIELECTRIC * BOHR_NM / mass

# Luttinger Hamiltonian for holes, in units of hbar^2 k^2 / (2 m0)
m_values = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt(3.75 - m_values[1:] * (m_values[1:] + 1)), 1)
spin = [(raising + raising.T) / 2 + 0j,
        (raising - raising.T) / 2j,
        np.diag(m_values) + 0j]


def luttinger(k):
    h = (GAMMA1 + 2.5 * GAMMA2) * np.dot(k, k) * np.eye(4, dtype=complex)
    for i in range(3):
        h -= 2 * GAMMA2 * k[i]**2 * spin[i] @ spin[i]
        j = (i + 1) % 3
        anti = spin[i] @ spin[j] + spin[j] @ spin[i]
        h -= 2 * GAMMA3 * k[i] * k[j] * anti
    return h


average = np.zeros((4, 4), dtype=complex)
nodes, weights = np.polynomial.legendre.leggauss(6)
for c, w in zip(nodes, weights):
    s = np.sqrt(1 - c * c)
    for phi in np.arange(12) * 2 * np.pi / 12:
        average += w / 24 * luttinger(
            np.array([s * np.cos(phi), s * np.sin(phi), c]))
assert np.allclose(average, GAMMA1 * np.eye(4), atol=1e-12)
for direction, gamma in (([0, 0, 1], GAMMA2), ([1, 1, 1], GAMMA3)):
    unit = np.array(direction) / np.linalg.norm(direction)
    bands = np.linalg.eigvalsh(luttinger(unit))
    expected = GAMMA1 + 2 * gamma * np.array([-1, -1, 1, 1])
    assert np.allclose(bands, expected)
s_only = RYDBERG / (average[0, 0].real * DIELECTRIC**2)
assert s_only < BORON


def grid_levels(v, x, l=0, count=1, coulomb=1.0):
    """Levels, core probabilities and mean radii by diagonalization."""
    h = x / 100
    r = h * np.arange(1, int(30 / h))
    inside = np.where(np.arange(1, len(r) + 1) < 100, 1.0, 0.0)
    inside[99] = 0.5                             # the node on the well edge
    diagonal = 2 / h**2 + l * (l + 1) / r**2 - 2 * coulomb / r - v * inside
    energy, u = eigh_tridiagonal(
        diagonal, np.full(len(r) - 1, -1 / h**2),
        select="i", select_range=(0, count - 1))
    density = u**2 / np.sum(u**2, axis=0)
    return energy, inside @ density, r @ density


def fitted_depth(level_mev, x):
    """Well depth from matching Coulomb and Whittaker functions."""
    nu = float(np.sqrt(BORON / level_mev))

    def outer(r):
        return mp.whitw(nu, 0.5, 2 * r / nu)

    outer_slope = mp.re(mp.diff(outer, x) / outer(x))

    def mismatch(v):
        k = mp.sqrt(v - 1 / nu**2)

        def inner(r):
            return mp.re(mp.coulombf(0, -1 / k, k * r))

        return float(mp.diff(inner, x) / inner(x) - outer_slope)

    return brentq(mismatch, 4.0, 1.3 * np.pi**2 / (4 * x**2), xtol=1e-8)


core_nm = 0.20
x = core_nm / radius_nm
v_in = fitted_depth(INDIUM, x)
e_b, p_b, r_b = grid_levels(0, x, count=2)
e_in, p_in, r_in = grid_levels(v_in, x, count=2)
shift = 1 - INDIUM / BORON
assert abs(e_b[0] + 1) < 1e-4
assert abs(e_in[0] + INDIUM / BORON) < 1e-3 * INDIUM / BORON

# Core probability of the hydrogenic state and the two variational bounds
p_formula = 1 - np.exp(-2 * x) * (1 + 2 * x + 2 * x**2)
assert abs(p_b[0] / p_formula - 1) < 1e-3
assert -v_in * p_in[0] < shift < -v_in * p_b[0]

# Accumulated core probability gives the whole shift
nodes, weights = np.polynomial.legendre.leggauss(12)
path = [grid_levels(v_in * (t + 1) / 2, x)[1][0] for t in nodes]
assert np.all(np.diff(path) > 0)
integral_shift = -v_in / 2 * np.dot(weights, path)
assert abs(integral_shift / shift - 1) < 2e-3

# Threshold for binding by the well alone, and the effect of a repulsive core
threshold = np.pi**2 / (4 * x**2)
assert grid_levels(1.05 * threshold, x, coulomb=0)[0][0] < 0
assert grid_levels(0.95 * threshold, x, coulomb=0)[0][0] > 0
repulsive = -grid_levels(-v_in, x)[0][0] * BORON
assert repulsive < BORON

# Excited levels: p avoids the core, s does not
p_plain = -grid_levels(0, x, l=1)[0][0] * BORON
p_core = -grid_levels(v_in, x, l=1)[0][0] * BORON
assert abs(p_plain - BORON / 4) < 1e-3
assert 0 < p_core - p_plain < 0.01 * p_plain
assert (e_b[1] - e_in[1]) * BORON > 100 * (p_core - p_plain)

# Sign: a raised electron site pulls a state above the top of its band
hop, change = 1.0, 1.5
chain_top = {}
for sign in (1, -1):
    site = np.zeros(201)
    site[100] = sign * change
    chain_top[sign] = eigh_tridiagonal(
        site, np.full(200, hop), eigvals_only=True)[-1]
assert abs(chain_top[1] - np.sqrt(change**2 + 4 * hop**2)) < 1e-8
assert chain_top[-1] < 2 * hop


def run_atom(symbol, charge, unpaired):
    ecp = {"In": "def2-tzvp"} if symbol == "In" else {}
    mol = gto.M(atom=symbol + " 0 0 0", basis="def2-tzvp", ecp=ecp,
                charge=charge, spin=unpaired, verbose=0)
    field = scf.UHF(mol)
    field.max_cycle = 200
    field.kernel()
    if not field.converged:
        field = field.newton()
        field.kernel()
    assert field.converged
    top = np.max(field.mo_energy[0][field.mo_occ[0] > 0])
    return field.e_tot * HARTREE_EV, top * HARTREE_EV


p_level, removal = {}, {}
for symbol, unpaired in (("B", 1), ("Al", 1), ("Si", 2), ("In", 1)):
    neutral, p_level[symbol] = run_atom(symbol, 0, unpaired)
    cation, _ = run_atom(symbol, 1, unpaired - 1)
    removal[symbol] = cation - neutral
assert p_level["In"] - p_level["Si"] > 1.0
assert abs(p_level["B"] - p_level["Si"]) < 1.0
assert removal["Si"] - removal["In"] > 1.0
assert abs(removal["B"] - removal["Si"]) < 1.0

to_ev = BORON / 1000
print(f"boron depth, rough input: {BORON:.0f} meV")
print(f"indium depth, rough input: {INDIUM:.0f} meV")
print(f"aluminium depth, rough input: {ALUMINIUM:.0f} meV")
print(f"dielectric constant, rough input: {DIELECTRIC:.0f}")
print(f"Luttinger gammas, rough: {GAMMA1}, {GAMMA2}, {GAMMA3}")
print(f"Rydberg energy: {RYDBERG:.1f} meV")
print(f"s-envelope-only depth: {s_only:.1f} meV")
print(f"calibrated mass: {mass:.3f} m0")
print(f"boron radius a: {radius_nm:.3f} nm")
print(f"core radius c: {core_nm:.2f} nm; x = c/a: {x:.4f}")
print(f"nu for indium: {np.sqrt(BORON / INDIUM):.4f}")
print(f"fitted indium well depth: {v_in * to_ev:.3f} eV")
print(f"depth at which well alone binds: {threshold * to_ev:.3f} eV")
print(f"grid check of indium depth: {-e_in[0] * BORON:.2f} meV")
print(f"core probability, boron: {100 * p_b[0]:.3f} percent")
print(f"core probability, indium: {100 * p_in[0]:.2f} percent")
print(f"ratio of core probabilities: {p_in[0] / p_b[0]:.1f}")
print(f"mean radius, boron: {r_b[0] * radius_nm:.3f} nm")
print(f"mean radius, indium: {r_in[0] * radius_nm:.3f} nm")
print(f"needed gain in depth: {INDIUM - BORON:.0f} meV")
print(f"first-order gain: {v_in * p_b[0] * BORON:.1f} meV")
print(f"V times indium core probability: {v_in * p_in[0] * BORON:.1f} meV")
print(f"gain from integral of P: {-integral_shift * BORON:.2f} meV")
for fraction in (0.25, 0.50, 0.75, 1.00):
    e, p, _ = grid_levels(fraction * v_in, x)
    print(f"at {fraction:.2f} V: depth {-e[0] * BORON:.1f} meV, "
          f"P {100 * p[0]:.2f} percent")
print(f"depth with repulsive core of same size: {repulsive:.1f} meV")
print(f"2s depth, boron model: {-e_b[1] * BORON:.2f} meV")
print(f"2s depth, with core: {-e_in[1] * BORON:.2f} meV")
print(f"2p depth, boron model: {p_plain:.3f} meV")
print(f"2p gain from core: {p_core - p_plain:.4f} meV")
print(f"2p depth if all levels scaled: {p_plain * INDIUM / BORON:.1f} meV")
v_al = fitted_depth(ALUMINIUM, x)
assert abs(grid_levels(v_al, x)[0][0] * BORON + ALUMINIUM) < 0.1
print(f"well depth for the aluminium level: {v_al * to_ev:.3f} eV")
for other_nm in (0.15, 0.25):
    y = other_nm / radius_nm
    v = fitted_depth(INDIUM, y)
    e, p, _ = grid_levels(v, y, count=2)
    assert abs(e[0] * BORON + INDIUM) < 0.2
    print(f"c = {other_nm:.2f} nm: V {v * to_ev:.3f} eV, "
          f"P {100 * p[0]:.2f} percent, 2s {-e[1] * BORON:.2f} meV")
    print(f"  well-alone threshold: {np.pi**2 / (4 * y*y) * to_ev:.3f} eV")
print("atoms: UHF, def2-TZVP (In with its effective core potential)")
for symbol in p_level:
    print(f"{symbol}: p level {p_level[symbol]:.2f} eV, "
          f"removal energy {removal[symbol]:.2f} eV")
print(f"In minus Si p level: {p_level['In'] - p_level['Si']:.2f} eV")
print(f"B minus Si p level: {p_level['B'] - p_level['Si']:.2f} eV")
print(f"In minus Al p level: {p_level['In'] - p_level['Al']:.2f} eV")
print("every check passed")
```

Running it gives:

```
boron depth, rough input: 45 meV
indium depth, rough input: 160 meV
aluminium depth, rough input: 70 meV
dielectric constant, rough input: 12
Luttinger gammas, rough: 4.3, 0.34, 1.4
Rydberg energy: 13605.7 meV
s-envelope-only depth: 22.0 meV
calibrated mass: 0.476 m0
boron radius a: 1.333 nm
core radius c: 0.20 nm; x = c/a: 0.1500
nu for indium: 0.5303
fitted indium well depth: 3.919 eV
depth at which well alone binds: 4.935 eV
grid check of indium depth: 160.01 meV
core probability, boron: 0.360 percent
core probability, indium: 11.57 percent
ratio of core probabilities: 32.1
mean radius, boron: 2.000 nm
mean radius, indium: 0.677 nm
needed gain in depth: 115 meV
first-order gain: 14.1 meV
V times indium core probability: 453.3 meV
gain from integral of P: 115.01 meV
at 0.25 V: depth 49.9 meV, P 0.68 percent
at 0.50 V: depth 60.1 meV, P 1.57 percent
at 0.75 V: depth 86.5 meV, P 4.33 percent
at 1.00 V: depth 160.0 meV, P 11.57 percent
depth with repulsive core of same size: 38.5 meV
2s depth, boron model: 11.25 meV
2s depth, with core: 18.33 meV
2p depth, boron model: 11.250 meV
2p gain from core: 0.0028 meV
2p depth if all levels scaled: 40.0 meV
well depth for the aluminium level: 2.448 eV
c = 0.15 nm: V 7.001 eV, P 7.99 percent, 2s 18.43 meV
  well-alone threshold: 8.773 eV
c = 0.25 nm: V 2.525 eV, P 15.35 percent, 2s 18.22 meV
  well-alone threshold: 3.158 eV
atoms: UHF, def2-TZVP (In with its effective core potential)
B: p level -8.67 eV, removal energy 8.04 eV
Al: p level -5.92 eV, removal energy 5.60 eV
Si: p level -8.19 eV, removal energy 7.64 eV
In: p level -5.47 eV, removal energy 5.22 eV
In minus Si p level: 2.72 eV
B minus Si p level: -0.48 eV
In minus Al p level: 0.45 eV
every check passed
```
